Frequency-Swept Linewidth of an In-Plane Magnetized Film Is Not 2αω

Suppose the damping of a thin magnetic film is to be found from a microwave absorption line recorded by sweeping the frequency at fixed field. The resonance frequency is 4.198 GHz and the full width of the line at half maximum is 0.2445 GHz. If the width is taken to be 2αω, division by twice the resonance frequency gives α = 0.029. Yet the film that produces this line in the calculation below has α = 0.008. The line is sound, but 2αω is the width of a different measurement, converted to frequency units without the factor that the film requires.

**The counter-example**

The film lies in the xy plane, and its normal is z. A field H > 0 along x magnetizes it in the plane, and there is no in-plane anisotropy. The unit vector m gives the direction of the magnetization, whose magnitude is M, and the precession is uniform and small. With γ > 0 and Gilbert damping α, the equation of motion is

dm/dt = −γμ0 m × H_eff + α m × dm/dt.

The demagnetizing factor of a thin film is 1 along the normal and 0 in the plane, so H_eff = (H, 0, −M m_z). To first order in the small components m_y and m_z, m_x = 1 and dm_x/dt = 0. The cross products are then

(m × H_eff)_y = m_z H + M m_z = (H + M) m_z,
(m × H_eff)_z = −H m_y,
(m × dm/dt)_y = −dm_z/dt,
(m × dm/dt)_z = dm_y/dt.

Define two stiffness frequencies, one for each direction of tilt:

ω_y = γμ0H,  ω_z = γμ0(H + M).

A tilt out of the plane also has to work against the demagnetizing field, so it is the stiffer one. The linear equations are

dm_y/dt = −ω_z m_z − α dm_z/dt,
dm_z/dt = ω_y m_y + α dm_y/dt.  (1)

With the time factor exp(−iωt) they become

iω m_y = (ω_z − iαω) m_z,
−iω m_z = (ω_y − iαω) m_y.

Multiplying the two equations side by side and cancelling m_y m_z gives

ω² = (ω_y − iαω)(ω_z − iαω).

Expanding the product and collecting powers of ω,

(1 + α²)ω² + iα(ω_y + ω_z)ω − ω_yω_z = 0.

Divide by 1 + α² and define

Γ = α(ω_y + ω_z)/(1 + α²),  ω0² = ω_yω_z/(1 + α²).

The roots are ω = −iΓ/2 ± √(ω0² − Γ²/4). The amplitude decays as exp(−Γt/2), and the energy averaged over a cycle, which is quadratic in the amplitude, as exp(−Γt). The frequency comes from the product of the stiffnesses, but the decay comes from their sum.

Take a 10 nm film with μ0M = 1 T, α = 0.008 and g = 2.1, in a field μ0H = 20 mT. Then γ/2π = 29.392 GHz/T, and the stiffness frequencies divided by 2π are

0.020 × 29.392 = 0.5878 GHz,  1.020 × 29.392 = 29.980 GHz.

Since α² is negligible here,

f = √(0.5878 × 29.980) = 4.198 GHz,
Γ/2π = 0.008 × (0.5878 + 29.980) = 0.2445 GHz.

The rule 2αf would give 0.0672 GHz, too small by a factor of 3.64. As a test that does not rest on the linear equations, the full nonlinear equation was integrated in time from a tilt of 10⁻⁴ rad. The decay of m_y gave Γ/2π = 0.2445 GHz, or an amplitude lifetime 2/Γ of 1.30 ns. The rule would predict a lifetime 3.64 times longer, about 4.7 ns.

**The correct statement**

Let a uniform mode have two positive stiffness frequencies ω_1 and ω_2, Gilbert damping, and a well-resolved line, Δω ≪ ω. To leading order in the damping, its full frequency-swept width at fixed field is

Δω = α(ω_1 + ω_2), with ω = √(ω_1ω_2).  (2)

For the in-plane film this reads

Δω = αγμ0(2H + M), with ω = γμ0√(H(H + M)).

The full field-swept width of the same film at fixed frequency is

μ0ΔH = 2αω/γ.  (3)

Because (√ω_1 − √ω_2)² ≥ 0, the sum ω_1 + ω_2 is at least 2√(ω_1ω_2). The frequency width is therefore at least 2αω at this order, with equality when the stiffnesses are equal.

**Proof for the frequency sweep**

Add a weak microwave field h exp(−iωt) along y. Its torque −γμ0 m × h has the component −γμ0h along z and none along y. The first equation of motion is unchanged and gives m_z = iω m_y/(ω_z − iαω). The second becomes

−iω m_z = (ω_y − iαω) m_y − γμ0h.

Insert m_z, using −iω · iω = ω², and multiply by ω_z − iαω:

[(ω_y − iαω)(ω_z − iαω) − ω²] m_y = γμ0h(ω_z − iαω).

The susceptibility χ = M m_y/h is therefore

χ = γμ0M(ω_z − iαω)/(A − iB),
A = ω_yω_z − (1 + α²)ω²,
B = αω(ω_y + ω_z).

Multiply numerator and denominator by A + iB. The imaginary part of the new numerator, apart from γμ0M, is

ω_zB − αωA = αω[ω_zω_y + ω_z² − ω_yω_z + (1 + α²)ω²] = αω[ω_z² + (1 + α²)ω²].

The absorption is thus

χ'' = γμ0Mαω[ω_z² + (1 + α²)ω²]/(A² + B²).  (4)

Now write A = (1 + α²)(ω0² − ω²) and B = (1 + α²)ωΓ, and let u = (ω² − ω0²)/(ωΓ), so that A² + B² = B²(1 + u²). Equation (4) becomes a constant times

S(ω)/(1 + u²), with S(ω) = ω_z²/ω + (1 + α²)ω.

If S were constant, half height would lie at u = ±1, that is, at ω² ∓ Γω − ω0² = 0. The positive roots are √(ω0² + Γ²/4) ± Γ/2, and they differ by Γ.

The variation of S has to be accounted for. Its relative slope is

S'/S = (1/ω)[(1 + α²)ω² − ω_z²]/[(1 + α²)ω² + ω_z²],

which never exceeds 1/ω in magnitude. Near the line ω − ω0 ≈ Γu/2, so S is proportional to 1 + su plus second-order terms, with |s| at most about Γ/2ω0. The maximum is raised only at order s², and the half-height condition is

u² − 2su − 1 = O(s²), hence u = s ± 1 + O(s²).

Both points move by s in the same direction, so their separation changes only at second order. The width is therefore Γ with a relative error of order (Γ/ω0)². Replacing Γ by α(ω_y + ω_z) costs a further relative error α². This proves (2) for the in-plane film. The proof uses no particular values of the stiffnesses, so it holds for any uniform mode whose linear equations have the form (1), with ω_1 and ω_2 in place of ω_y and ω_z.

In the example (Δω/ω)² is 0.0034. A numerical frequency sweep of the linearized motion gave 0.24448 GHz against 0.24454 GHz from the formula, a relative difference of 0.0003.

**Proof for the field sweep**

Hold ω fixed and vary H. Let A vanish at H_r, and set H = H_r + δ. Then

A = γ²μ0²[(2H_r + M)δ + δ²],  B = αωγμ0(2H + M).

For a narrow line δ² may be dropped and H replaced by H_r in B. The half-height condition A = ±B is then

γ²μ0²(2H_r + M)δ = ±αωγμ0(2H_r + M).

The factor 2H_r + M cancels, leaving μ0δ = ±αω/γ and hence (3). The slow variation of the remaining factors again shifts both half-height points together at first order. In the example 2αω/γ = 2.285 mT, and a numerical field sweep gave the same value.

The two widths are linked by the slope of the resonance curve. Differentiating ω² = γ²μ0²H(H + M) gives

∂ω/∂H = γ²μ0²(2H + M)/(2ω),

and multiplying by ΔH = 2αω/(γμ0) returns Δω = αγμ0(2H + M). In numbers, 107.0 GHz/T × 2.285 mT = 0.2445 GHz. The rule 2αω converts the field width with the slope γμ0, or 29.39 GHz/T, which is wrong for this film.

**Why an elliptical orbit loses energy faster**

Expanding the Zeeman and demagnetizing energies to second order gives the stored energy per volume

E = (M/2γ)(ω_y m_y² + ω_z m_z²).

Differentiate, and use (1) in the forms ω_y m_y = dm_z/dt − α dm_y/dt and ω_z m_z = −dm_y/dt − α dm_z/dt. The products without α cancel, and

dE/dt = −(αM/γ)[(dm_y/dt)² + (dm_z/dt)²].

For weak damping the orbit is m_y = a cos ωt, m_z = ra sin ωt. The undamped first equation gives r = ω/ω_z = √(ω_y/ω_z). The mean loss is (αM/γ)ω²a²(1 + r²)/2, and the energy is (M/2γ)ω_ya². Since ω_y = rω, their ratio is

Δω = αω(r + 1/r).

Here r = 0.140: the orbit is about seven times wider in the plane than along the normal. The wide in-plane swing costs little energy because that direction is soft, but it makes the magnetization move fast, and Gilbert loss grows with the square of that speed. The ellipse gives 0.008 × 4.198 × (0.140 + 7.14) = 0.2445 GHz.

**Where the simple rule holds, and where the formula stops**

Magnetize the film along its normal with H > M. The internal field is H − M, and both transverse directions have stiffness γμ0(H − M). The linear equations keep the form (1), with x and y in place of y and z. The orbit is a circle, r = 1, and Δω = 2αω. For μ0H = 1.30 T the resonance is at 8.818 GHz, and both the numerical sweep and 2αf give 0.1411 GHz.

The in-plane film approaches the same limit when H ≫ M. With M and α held fixed, the widths are:

μ0H = 10 mT: formula 0.2398 GHz, 2αf 0.0473 GHz
μ0H = 200 mT: formula 0.3292 GHz, 2αf 0.2304 GHz
μ0H = 1 T: formula 0.7054 GHz, 2αf 0.6651 GHz
μ0H = 5 T: formula 2.587 GHz, 2αf 2.576 GHz

Towards low field the formula tends to αγμ0M, here 0.235 GHz, while 2αω tends to zero. The line must still be resolved. The roots cease to oscillate when Γ²/4 > ω0², that is, when

α²(2H + M)² > 4(1 + α²)H(H + M).

Since (2H + M)² = 4H(H + M) + M², this reduces to 4H(H + M) < α²M², or

H < (M/2)[√(1 + α²) − 1] ≈ α²M/4.

That is 0.016 mT in the example. For the width of χ'', expression (2) loses accuracy gradually as Δω/ω grows, and it fails near this field. The absorbed power at fixed drive is proportional to ωχ'', where S is replaced by ωS = ω_z² + (1 + α²)ω². This is nearly constant when ω ≪ ω_z, so the half-height points of the power stay at u = ±1 and its width remains close to Γ even at such low fields.

**The model beside a real film**

The parameters are rough typical values for permalloy. Of the neglected effects sized here, the largest is a Lorentzian spread of local fields, with each region taken to resonate independently. Lorentzian widths add, so an assumed spread of 0.5 mT full width adds about 107.0 GHz/T × 0.5 mT = 0.054 GHz. The shape matters: a Gaussian spread of the same full width adds several times less, about as much as the interface term below removes. Averaging the absorption over a Lorentzian distribution cut off at ±10 mT gave a total of 0.298 GHz, 22% above the uniform film. Even the correct formula would then return α ≈ 0.0097. If the spread is Lorentzian and independent of frequency, it adds a constant to the field width, and α follows from the slope 2α/γ of μ0ΔH against ω.

An interface anisotropy K favouring the normal adds −(K/t)m_z² to the energy per volume, where t is the thickness. This replaces μ0M in the stiffness by μ0M − 2K/(Mt). An assumed 0.2 mJ/m² lowers it to 0.950 T and the width to 0.233 GHz, a change of −5%. An in-plane anisotropy field of 0.5 mT with its easy axis along H adds equally to both stiffnesses. It moves the resonance by 0.053 GHz but the width by only 0.24 MHz.

Eddy currents are weak at this thickness. The changing in-plane flux induces E_x = −μ0Mz dm_y/dt, with z measured from mid-film. For resistivity ρ the mean loss is μ0²M²t²(dm_y/dt)²/(12ρ). Comparison with the Gilbert loss gives α_eddy = γμ0²Mt²/(12ρ), which is 6.4 × 10⁻⁶ for an assumed 30 μΩ cm. It acts on m_y alone and adds α_eddy ω_z, or 0.19 MHz. The zero of E_x at mid-film assumes like surroundings on both faces. If a nearby conductor holds E_x near zero at one face, the mean of z² is t²/3 instead of t²/12 and the loss is four times larger, still below 1 MHz. The thermal tilt of the uniform mode at 300 K, for a film 1 mm square, is 5 × 10⁻⁶ rad, so the small-angle assumption is safe in that respect.

Scattering into non-uniform spin waves and loading by the measuring circuit are not included and have not been sized. Either can broaden a measured line, so the α obtained from (2) is the Gilbert constant only when such contributions are negligible or have been separated. The numerical output below lists the main values used here.

Numbers as computed

```
g factor: 2.1; damping alpha: 0.008
mu0 M: 1.000 T; mu0 H: 20.0 mT
film thickness: 10.0 nm
gamma/2pi: 29.392 GHz/T
in-plane stiffness frequency: 0.5878 GHz
out-of-plane stiffness frequency: 29.980 GHz
resonance frequency: 4.1980 GHz
frequency full width, numerical sweep: 0.24448 GHz
frequency full width, formula: 0.24454 GHz
same width as angular frequency: 1.5365 rad/ns
width from ringdown: 0.24453 GHz
amplitude 1/e time from ringdown: 1.3017 ns
common rule 2 alpha f: 0.06717 GHz
true width / common rule, formula: 3.6407
field full width, numerical sweep: 2.2853 mT
field full width, 2 alpha omega/gamma: 2.2853 mT
slope df/d(mu0 H): 107.009 GHz/T
slope times numerical field width: 0.24454 GHz
false alpha from numerical width/(2f): 0.02912
alpha recovered by correct formula: 0.007998
orbit axis ratio (normal/in-plane): 0.14003
width from orbit ellipse: 0.24454 GHz
low-field limit of width: 0.23514 GHz
overdamped below mu0 H: 0.01600 mT
Table: mu0H mT | f GHz | sweep GHz | formula GHz | 2 alpha f GHz | field mT
10 | 2.954 | 0.23973 | 0.23984 | 0.04726 | 1.6080
20 | 4.198 | 0.24448 | 0.24454 | 0.06717 | 2.2853
50 | 6.735 | 0.25861 | 0.25865 | 0.10775 | 3.6661
200 | 14.399 | 0.32917 | 0.32919 | 0.23039 | 7.8384
1000 | 41.567 | 0.70538 | 0.70541 | 0.66507 | 22.6276
5000 | 160.987 | 2.58641 | 2.58651 | 2.57580 | 87.6368
normal film, mu0 H: 1.30 T; f: 8.8176 GHz
normal film, width by sweep: 0.14108 GHz
normal film, 2 alpha f: 0.14108 GHz
assumed local field spread, full width: 0.50 mT
extra width from spread, estimate: 0.05350 GHz
total width with spread, averaged curve: 0.29800 GHz
assumed in-plane anisotropy field: 0.50 mT
its resonance shift: 0.05319 GHz
its width change: 0.2351 MHz
assumed interface anisotropy: 0.20 mJ/m^2
effective mu0 M with it: 0.9497 T
width with it: 0.23272 GHz
assumed resistivity: 30.0 microohm cm
eddy damping: 6.446e-06; extra width: 0.1933 MHz
film side: 1.0 mm; temperature: 300 K
thermal rms in-plane tilt: 5.101e-06 rad
```
